# ROHF as Constrained UHF: Deriving the Core-Virtual Fock Correction, part 2

Constrained UHF (CUHF) modifies the two UHF Fock matrices so that the self-consistent solutions are high-spin ROHF determinants. Every ROHF stationary point solves the CUHF equations; whether they have other solutions is still to be settled.

Atomic units, real orbitals, an orthonormal basis and Frobenius norms are used, with $A\cdot B=\sum_{pq}A_{pq}B_{pq}$. The spin densities $\gamma^{\alpha,\beta}=P\pm M$ are projectors for $N_\alpha\ge N_\beta$ electrons, $N_s=N_\alpha-N_\beta$, $S_z=N_s/2$. With the one-electron matrix $h$, $J[D]_{pq}=\sum_{rs}(pq|rs)D_{rs}$ and $K[D]_{pq}=\sum_{rs}(pr|qs)D_{rs}$,

$$E=2h\cdot P+2P\cdot J[P]-P\cdot K[P]-M\cdot K[M]+E_{\rm nuc},\tag{1}$$
$$F^\alpha=F-\Delta,\quad F^\beta=F+\Delta,\quad F=h+2J[P]-K[P],\quad\Delta=K[M].\tag{2}$$

Occupied $\alpha$ and $\beta$ orbitals pair as $\cos\theta_k\,c_k\pm\sin\theta_k\,v_k$, with overlap $s_k=\cos2\theta_k$; the $o_t$ are unpaired $\alpha$ orbitals:

$$P=\sum_k\left[n_k\,c_kc_k^T+(1-n_k)\,v_kv_k^T\right]+\tfrac12\sum_t o_to_t^T,\quad n_k=\cos^2\theta_k=\tfrac12(1+s_k),\tag{3}$$

Condition A is that every $s_k>0$. The eigenvectors of $P$, sorted downward, then span core ($c$, $N_\beta$ orbitals), open ($o$, $N_s$) and virtual ($v$) spaces with projectors $Q_c,Q_o,Q_v$, and

$$M_{cc}=M_{co}=M_{ov}=M_{vv}=0,\quad M_{oo}=\tfrac12\mathbb 1,\quad\|M_{cv}\|^2=\sum_kn_k(1-n_k).\tag{5}$$

The spin contamination $\delta=\langle\hat S^2\rangle-S_z(S_z+1)$ is

$$\delta=N_\beta-\gamma^\alpha\cdot\gamma^\beta=4\sum_kn_k(1-n_k)=4\|M_{cv}\|^2.\tag{6}$$

ROHF form means $\gamma^\beta=Q_c$, $\gamma^\alpha=Q_c+Q_o$; under A it is equivalent to $M_{cv}=0$. For antisymmetric orbital rotations $\kappa^\sigma$,

$$dE=2\sum_\sigma\sum_{q\,{\rm empty}}\sum_{p\,{\rm occ}}F^\sigma_{qp}\kappa^\sigma_{qp}.\tag{7}$$

At ROHF form, $x_{vc}$ and $y_{vc}$ are the $vc$ blocks of $\kappa^\alpha$ and $\kappa^\beta$. ROHF stationarity is

$$F_{vc}=0,\qquad F^\beta_{oc}=0,\qquad F^\alpha_{vo}=0.\tag{8}$$

The multiplier $\lambda$ of the constraint $M_{cv}=0$ and the CUHF matrices are

$$\lambda=Q_c\Delta Q_v+Q_v\Delta Q_c,\qquad\tilde F^{\alpha,\beta}=F\mp\tilde\Delta,\qquad\tilde\Delta=\Delta-\lambda.\tag{11}$$

At ROHF form, (8) makes all occupied-empty blocks of $\tilde F^\sigma$ vanish, so $[\tilde F^\sigma,\gamma^\sigma]=0$.

In the closing table, the "broken pair" has $\alpha$ electrons in orbitals 1, 2 and $\beta$ electrons in 1, 3, violating A; the "projector-variation term" is the slope error from freezing $Q_c,Q_v$ in the constraint term.

## 6. The converse and where it fails

Take any pair of idempotent densities obeying condition A. Expanding the commutators with (11) and $\gamma^{\alpha,\beta}=P\pm M$,

$$[F-\tilde\Delta,P+M]-[F+\tilde\Delta,P-M]=2[F,M]-2[\tilde\Delta,P].$$

Take the $cv$ block. Because $P$ is block diagonal, $[\tilde\Delta,P]_{cv}=\tilde\Delta_{cv}P_{vv}-P_{cc}\tilde\Delta_{cv}=0$. In $(FM)_{cv}=\sum_xF_{cx}M_{xv}$ the terms $x=o,v$ vanish by (5), and in $(MF)_{cv}=\sum_xM_{cx}F_{xv}$ the terms $x=c,o$ vanish. Hence

$$R_{cv}\equiv\tfrac12\left([\tilde F^\alpha,\gamma^\alpha]-[\tilde F^\beta,\gamma^\beta]\right)_{cv}=F_{cc}M_{cv}-M_{cv}F_{vv}.\tag{12}$$

Rotate within the core and within the virtual space so that $F_{cc}$ and $F_{vv}$ are diagonal, with eigenvalues $f_i$ and $f_a$; this changes no norm. Then $R_{ia}=(f_i-f_a)M_{ia}$, and with $g=\min_{ia}|f_i-f_a|$,

$$\|M_{cv}\|\le\|R_{cv}\|/g.\tag{13}$$

Condition B is $g>0$ at the solution in question. A CUHF solution has $R_{cv}=0$, so under A and B it has $M_{cv}=0$ and is of ROHF form; its vanishing commutators are then the conditions (8) by section 5 read backwards. Combined with (6), the bound also turns the convergence threshold into a limit on contamination, $\delta\le4\|R_{cv}\|^2/g^2$.

Condition B cannot be dropped. In the two-site Hubbard model with one electron of each spin, $h_{12}=h_{21}=-t$ and $(11|11)=(22|22)=U$, so $J[D]=K[D]=U\,{\rm diag}(D_{11},D_{22})$. Take $c=(1,1)/\sqrt2$, $v=(1,-1)/\sqrt2$ and the pair $\cos\theta\,c\pm\sin\theta\,v$. Then $P_{11}=P_{22}=\tfrac12$ and $F=h+\tfrac U2\mathbb 1$, with $F_{cc}=\tfrac U2-t$, $F_{vv}=\tfrac U2+t$, $g=2|t|$. Since $cv^T+vc^T={\rm diag}(1,-1)$, $\Delta=UM$ is purely core-virtual and $\tilde\Delta=0$. Equation (12) gives $R_{cv}=-2t\sin\theta\cos\theta=-t\sin2\theta$. For $U=1\,E_h$ and $\theta=0.3$ rad, $\delta=\sin^20.6=0.318821$, and at $t=0.1\,E_h$ the residual has magnitude $0.056464\,E_h$, so the pair is no solution. At $t=0$ both $\tilde F^\sigma$ are multiples of the unit matrix and the same contaminated pair solves the CUHF equations.

## 7. What the multiplier measures

At an ROHF solution $F^\alpha_{vc}=-\lambda_{vc}$ and $F^\beta_{vc}=+\lambda_{vc}$. With $d=\tfrac12(x_{vc}-y_{vc})$, and all other slopes zero by (8), equation (7) gives

$$dE=-2\lambda_{vc}\cdot x_{vc}+2\lambda_{vc}\cdot y_{vc}=-4\lambda_{vc}\cdot d.\tag{14}$$

Opposite rotations by $\theta$ along $\lambda_{vc}/\|\lambda_{vc}\|$ lower the energy with slope $-4\|\lambda_{cv}\|$. The multiplier is the spin-polarizing force that the open shell exerts on the core through exchange, and an ROHF solution is UHF-stationary if and only if $\lambda=0$.

The single scalar constraint $\delta=0$ cannot carry this force with a finite multiplier, because $\delta=4\|d\|^2$ to leading order and its gradient vanishes on the constraint surface. Consider instead stationary points of $E+\mu\delta$ at large $\mu$. By (6) the Fock matrices are $F^\alpha-\mu\gamma^\beta$ and $F^\beta-\mu\gamma^\alpha$. Assume that the solution connects to a nondegenerate ROHF solution, so that all rotations from it are $O(1/\mu)$. In the ROHF orbitals $\gamma^\beta_{vc}=y_{vc}$ at first order. In the rotated $\alpha$ orbitals $\gamma^\beta$ becomes $\gamma^\beta-[\kappa^\alpha,Q_c]$, with $vc$ block $y_{vc}-x_{vc}=-2d$. The $\alpha$ condition reads $-\lambda_{vc}+2\mu d+O(1/\mu)=0$, where the remainder collects the change of $F^\alpha$ under the rotation and $\mu$ times second-order terms. Since $M_{vc}=d$ at this order, (6) and (14) give

$$2\mu M_{cv}\to\lambda_{cv},\qquad\mu^2\delta\to\|\lambda_{cv}\|^2,\qquad\mu(E_{\rm ROHF}-E)\to2\|\lambda_{cv}\|^2,\tag{15}$$

each with a relative correction $O(1/\mu)$. CUHF supplies the finite limit of the product $2\mu M_{cv}$ directly.

## 8. Orbital energies

At a solution $\tilde F^\alpha$ is block diagonal in $(c+o)$ and $v$, and $\lambda$ has no elements inside either block. Its eigenvalues are those of $F^\alpha$ restricted to $(c+o)$ and to $v$; those of $\tilde F^\beta$ are those of $F^\beta$ restricted to $c$ and to $(o+v)$. These are the semicanonical orbitals and energies.

Remove an occupied eigenvector $\phi$ of $\tilde F^\alpha$ with all other orbitals frozen, $\gamma^\alpha\to\gamma^\alpha-\phi\phi^T$. The energy is quadratic in the density, and the quadratic term is $\tfrac12(\phi\phi|\phi\phi)-\tfrac12(\phi\phi|\phi\phi)=0$, so $\Delta E=-\phi^TF^\alpha\phi=-\varepsilon$, using $\phi^T\lambda\phi=0$ for $\phi$ in $(c+o)$. The same holds for $\beta$. The spin of the ion follows from (6). For $\beta$ removal of $\chi$, $\delta=N_\beta-1-\gamma^\alpha\cdot(Q_c-\chi\chi^T)=0$ because $\chi$ lies in the core: the ion is a pure state with $S=S_z+\tfrac12$. For $\alpha$ removal with $N_s\ge1$, $\delta=N_\beta-(\gamma^\alpha-\phi\phi^T)\cdot Q_c=\phi^TQ_c\phi$, the core weight of $\phi$. An $\alpha$ eigenvalue refers to a spin eigenstate of the ion when that weight is zero.

## 9. Implementation and worked example

With AO overlap $S$, AO densities $D^\sigma$ and AO Fock matrices $F^\sigma_{\rm AO}$, one iteration is:

1. Form $\gamma^\sigma=S^{1/2}D^\sigma S^{1/2}$ and $F^\sigma=S^{-1/2}F^\sigma_{\rm AO}S^{-1/2}$.
2. Diagonalize $P$, sort downward and partition by the counts $N_\beta$, $N_s$. Check that the smallest core occupation exceeds $\tfrac12$.
3. Build $\lambda$ and $\tilde F^\sigma$ from (11).
4. Extrapolate $\tilde F^\sigma$ by DIIS with the errors $[\tilde F^\sigma,\gamma^\sigma]$, diagonalize, and fill the lowest $N_\sigma$ orbitals.

The energy is the UHF functional. If it is evaluated as $\tfrac12\sum_\sigma(h+\tilde F^\sigma)\cdot\gamma^\sigma+E_{\rm nuc}$, it is shifted by $\tfrac12\lambda\cdot(\gamma^\alpha-\gamma^\beta)=2\lambda_{cv}\cdot M_{cv}$, which vanishes at $M_{cv}=0$. Intermediate determinants are in general contaminated, and the energy of a contaminated determinant is not bounded below by the ROHF energy; the UHF starting point of the example lies $0.0053\,E_h$ below it. Filling the lowest orbitals restricts the reachable solutions to those in which the occupied eigenvalues of each $\tilde F^\sigma$ lie below the empty ones. Sections 5 and 6 identify the fixed points and do not prove convergence.

The example is triplet CH₂ in the cc-pVDZ basis (24 functions, $N_\alpha=5$, $N_\beta=3$) at a fixed, unoptimized model geometry, C–H 1.08 Å and angle 134°. All values are Hartree–Fock values in this finite basis, without correlation, and are listed in the numerical output below. The many digits serve to test the identities; the values are not converged in the basis. Going to cc-pVTZ changes the cost of the constraint from 0.145 to 0.152 eV, the UHF $\delta$ from 0.0160 to 0.0165, $\|\lambda_{cv}\|$ from 0.050 to $0.055\,E_h$ and the share of its leading direction from 87% to 81%, and raises the valence removal energies by 0.04 to 0.10 eV.

**UHF point.** Equation (1) splits the energy as $-38.60186767-0.32487556=-38.92674323\,E_h$. The occupations pair up as (3) requires, for instance $0.996956+0.003044=1$. Equation (6) gives $4(0.003035+0.000954+0.000001)=0.01596$ from the occupations and $4\times0.063163^2=0.015958$ from the spin block, equal to the $\delta$ of the independent UHF solver. At this point the CUHF residual is $0.090328\,E_h$, the identity (12) holds in the test, $g=0.806793\,E_h$, and (13) gives the upper bound $0.090328/0.806793=0.111959$, above the actual $0.063163$.

**Convergence.** Started from UHF, $\delta$ runs $1.60\times10^{-2}$, $5.84\times10^{-7}$, $3.66\times10^{-7}$, $5.42\times10^{-8}$, and after 13 iterations the commutator norm is below $10^{-10}\,E_h$ with $|\delta|=2\times10^{-15}$. The energy $-38.92140715\,E_h$ agrees with an independent Roothaan ROHF calculation to all printed digits, and the densities agree within the tested $10^{-5}$. The constraint costs $0.00533608\,E_h=0.1452$ eV. Condition B holds with $g=0.209424+0.598841=0.808265\,E_h$.

**Multiplier.** At the solution $\|F^\alpha_{cv}\|=\|F^\beta_{cv}\|=\|\lambda_{cv}\|=0.050429\,E_h$, while $F_{cv}$ vanishes within $10^{-8}\,E_h$. The singular values 0.047053, 0.016519 and $0.007498\,E_h$ have squares summing to $0.002214+0.000273+0.000056=0.002543\,E_h^2$, so one core-virtual direction carries 87% of $\|\lambda_{cv}\|^2$. The kept blocks have $\|\Delta_{co}\|=0.048710$ and $\|\Delta_{ov}\|=0.119255\,E_h$; these would be the residuals at the ROHF point if the blocks were deleted. The finite-difference slope is $-0.201716\,E_h$/rad, equal to $-4\times0.050429$. If the energy between the two solutions is modelled as quadratic, the lowering at its minimum is half the linear term (14), $2\lambda_{vc}\cdot d$, which, with $\|d\|$ identified at first order with the UHF value of $\|M_{cv}\|$, the Cauchy–Schwarz inequality bounds by $2\times0.050429\times0.063163=0.0064\,E_h$. The computed $0.0053\,E_h$ respects this second-order bound.

**Penalty limit.** The error of $2\mu M_{cv}$ relative to the norm of $\lambda$ is $1.72\times10^{-2}$ at $\mu=100\,E_h$ and $1.80\times10^{-3}$ at $\mu=1000\,E_h$, a ratio of 9.6 against 10 for a pure $1/\mu$ law. The products $\mu^2\delta=0.002492,\,0.002538$ approach $0.002543$, and $\mu(E_{\rm ROHF}-E)=0.005009,\,0.005078$ approach $0.005086\,E_h^2$.

**Orbital energies.** The occupied CUHF eigenvalues differ from the UHF ones by less than $0.008\,E_h$; the highest $\alpha$ level is $-0.40040$ against $-0.40728\,E_h$. Removing $\alpha$ orbital 5 costs 10.896 eV with $\delta=0.00000$, and orbital 4 costs 12.107 eV with $\delta=0.03860$. Orbitals 2 and 3 have $\delta=0.96141$ and $1.00000$. This pattern matches the $C_{2v}$ configuration $1a_1^22a_1^21b_2^23a_11b_1$: the $b_1$ orbital has no core partner and the $b_2$ orbital no open partner, while $F^\alpha_{co}=F^\beta_{co}-2\Delta_{co}=-2\Delta_{co}$ mixes core and open $a_1$ orbitals. After $\alpha$ removal at most one pair is broken, so the ion has $S\le\tfrac32$, and $\langle\hat S^2\rangle=\tfrac34+\delta$ gives a quartet weight $\delta/3$, since $\tfrac{15}4-\tfrac34=3$. For orbital 3 this weight is $\tfrac13$. If $\alpha$ orbital 3 and $\beta$ orbital 3 are the same $1b_2$ function, as the assignment implies, the quartet part is the $S_z=\tfrac12$ partner of the pure quartet reached by $\beta$ removal at 15.672 eV. The Hamiltonian commutes with $\hat S^2$, so $16.919=\tfrac13(15.672)+\tfrac23E_D$, and the doublet component has the mean energy $E_D=(3\times16.919-15.672)/2=17.54$ eV. This is an expectation value and not a level: three open shells give two doublets of the same symmetry, and with frozen orbitals the component is 99% the lower of them. All these removal energies omit orbital relaxation in the ion and the correlation energy of both the neutral molecule and the ion.

## Table of computed values

```
random pair (7 orbitals, 4a 2b) occupations: 0.9703 0.8414 0.5000 0.5000 0.1586 0.0297 -0.0000
random pair delta: explicit 0.649036, 4|M_cv|^2 0.649036
broken pair occupations: 1.00 0.50 0.50  delta 1.00
Hubbard U=1.0 t=0.0 Eh, theta=0.3 rad: delta 0.318821, cv residual 0.000000 Eh
Hubbard U=1.0 t=0.1 Eh, theta=0.3 rad: delta 0.318821, cv residual 0.056464 Eh
CH2 triplet cc-pVDZ: R 1.08 Angstrom, angle 134.0 deg, basis 24, Na 5, Nb 3
E(UHF) -38.92674323 Eh = E_cs[P] -38.60186767 Eh + (-Tr MK[M]) -0.32487556 Eh
UHF core occupations: 0.999999 0.999045 0.996956  open: 0.500000 0.500000
UHF largest virtual occupations: 0.003044 0.000955 0.000001
UHF delta 0.015958, |M_cv| 0.063163
at UHF: CUHF cv residual 0.090328 Eh, gap 0.806793 Eh, bound 0.111959
CUHF delta, iterations 0-3: 1.60e-02 5.84e-07 3.66e-07 5.42e-08
CUHF iterations 13, final |delta| 2e-15
E(CUHF) -38.92140715 Eh, E(ROHF, Roothaan) -38.92140715 Eh
E(ROHF)-E(UHF) 0.00533608 Eh = 0.1452 eV
ROHF |Fa_cv| 0.050429, |Fb_cv| 0.050429, |lam_cv| 0.050429 Eh
lam_cv singular values (Eh): 0.047053 0.016519 0.007498
kept blocks |Delta_co| 0.048710, |Delta_ov| 0.119255 Eh
ROHF Fcs: top cc -0.598841, lowest vv 0.209424 Eh
projector-variation term: at ROHF 2e-09, at UHF 4.3e-02
spin-polarising slope: finite diff -0.201716, -4|lam_cv| -0.201716 Eh/rad
mu 100 Eh: rel.err(2 mu M_cv, lam) 1.72e-02, mu^2 delta 0.002492, mu dE 0.005009 Eh^2
mu 1000 Eh: rel.err(2 mu M_cv, lam) 1.80e-03, mu^2 delta 0.002538, mu dE 0.005078 Eh^2
limits: |lam_cv|^2 0.002543, 2|lam_cv|^2 0.005086 Eh^2
CUHF alpha occupied (Eh): -11.26797 -0.93942 -0.62175 -0.44493 -0.40040  LUMO 0.19807
CUHF beta occupied (Eh): -11.22550 -0.77801 -0.57593  LUMO 0.13194
UHF alpha occupied (Eh): -11.26782 -0.94685 -0.61479 -0.44818 -0.40728
UHF beta occupied (Eh): -11.21906 -0.77342 -0.58262
remove alpha 2: dE 0.93942 Eh = 25.563 eV, ion delta 0.96141
remove alpha 3: dE 0.62175 Eh = 16.919 eV, ion delta 1.00000
remove alpha 4: dE 0.44493 Eh = 12.107 eV, ion delta 0.03860
remove alpha 5: dE 0.40040 Eh = 10.896 eV, ion delta 0.00000
remove beta 3: dE 0.57593 Eh = 15.672 eV, ion delta 0.00000
```
